# Flux Formula for Cumulative Reaction Probability and Its Absorbing-Boundary Form, part 1

(Sections cited here and not found follow in the second part.)

## The flux formula and its absorbing-boundary form

The cumulative reaction probability $N(E)$ is one number, the sum of $|S_{n'n}|^2$ over all open reactant channels $n$ and product channels $n'$. Computed from this definition it needs the whole reactive block of the $S$ matrix, with the wave function carried out to the asymptotic region and matched there channel by channel. Diagonalising $H$ in a closed box does not avoid this. The box spectrum is discrete, so $\delta(E-H)$ vanishes between levels, and a level, degenerate or not, carries no flux through any surface, since $\langle n|[H,h]|n'\rangle=(E_n-E_{n'})\langle n|h|n'\rangle=0$ for $E_n=E_{n'}$ and any operator $h$. Two things are needed: an expression for $N$ that refers to a single surface near the barrier, and a finite matrix that stands in for $\delta(E-H)$ with a known error.

### Flux operator and scattering states

Let $x$ be the reaction coordinate, with reactants (label r) at $x\to-\infty$ and products (label p) at $x\to+\infty$. The wave function is a column over internal channels, and

$$H=-\frac{\hbar^2}{2m}\frac{d^2}{dx^2}+\Delta+V(x),\tag{1}$$

where $\Delta$ is the diagonal matrix of thresholds $\Delta_n$ and $V(x)$ is Hermitian and falls off fast at both ends. The energy $E$ is not a threshold and not an eigenvalue of $H$. With $h=\theta(x-s)$, the projector on the product side of a surface at $x=s$, the flux operator is $F=(i/\hbar)[H,h]$, the rate of change of $h$. The terms $\Delta+V$ commute with $h$. For columns $\phi,\chi$ that vanish at infinity, $\langle\phi|[H,h]|\chi\rangle=\langle H\phi|h\chi\rangle-\langle\phi|hH\chi\rangle$, and

$$\langle\phi|F|\chi\rangle=\frac{i}{\hbar}\frac{\hbar^2}{2m}\int_s^\infty(\phi^\dagger\chi''-\phi''^\dagger\chi)\,dx=\frac{\hbar}{2mi}\,(\phi^\dagger\chi'-\phi'^\dagger\chi)\Big|_{x=s}.\tag{2}$$

The integrand is the derivative of $\phi^\dagger\chi'-\phi'^\dagger\chi$, the lower limit gives a minus sign, and $-i=1/i$. The result involves the functions at $s$ alone, so (2) also defines $F$ between states that do not decay.

Let $n$ run over the open channels of both sides, $\hbar k_n=\sqrt{2m(E-\Delta_n)}$, and let $e_n$ be the unit column of a channel. The scattering state $\psi_n$ has an incoming wave in channel $n$ alone. On the product side

$$\psi_n\to\sqrt{\frac{m}{2\pi\hbar^2}}\sum_{n'\in\mathrm p}\frac{e_{n'}}{\sqrt{k_{n'}}}\left[\delta_{n'n}e^{-ik_{n'}x}+S_{n'n}e^{ik_{n'}x}\right],\tag{3}$$

and on the reactant side the same form holds with $x\to-x$ and $n'\in\mathrm r$. Closed channels decay. The prefactor gives energy normalisation. For a free wave, $\int dx\,e^{i(k'-k)x}=2\pi\delta(k-k')=2\pi(\hbar^2k/m)\delta(E-E')$, which the factor $m/2\pi\hbar^2k$ reduces to $\delta(E-E')$. With $V$ present, a packet $\int c(E)\psi_{n,E}\,e^{-iEt/\hbar}dE$ is a free incoming packet at early times, time evolution conserves inner products, and so the $\psi_{n,E}$ inherit the free orthonormality. Assuming that these states span the continuum,

$$\delta(E-H)=\sum_n|\psi_n\rangle\langle\psi_n|,\qquad \mathrm{tr}[F\delta F\delta]=\sum_{nn'}|F_{nn'}|^2,\tag{4}$$

with $\delta\equiv\delta(E-H)$, $F_{nn'}=\langle\psi_n|F|\psi_{n'}\rangle$ and $F_{n'n}=F_{nn'}^*$.

### The Miller-Schwartz-Tromp formula

The matrix $F_{nn'}$ does not depend on $s$. Both states obey $\psi''=(2m/\hbar^2)(\Delta+V-E)\psi$ with the same Hermitian matrix, so the integrand of (2), which is the $s$ derivative of the current up to a constant, vanishes. The surface may therefore be moved far out, where (3) applies. In one channel take $\phi=Ae^{-ikx}+Be^{ikx}$ and $\chi=A'e^{-ikx}+B'e^{ikx}$:

$$\phi^*\chi'=ik\,[-A^*A'+B^*B'+A^*B'e^{2ikx}-B^*A'e^{-2ikx}],$$
$$\phi'^*\chi=ik\,[A^*A'-B^*B'+A^*B'e^{2ikx}-B^*A'e^{-2ikx}].$$

The oscillating terms cancel in the difference, and the current is

$$\frac{\hbar}{2mi}(\phi^*\chi'-\phi'^*\chi)=\frac{\hbar k}{m}(B^*B'-A^*A').\tag{5}$$

The normalisation in (3) turns $\hbar k/m$ into $1/2\pi\hbar$. Let $P$ and $R=1-P$ project on the product and reactant channels. On the product side $B=S_{n'n}$ and $A=\delta_{n'n}$, while on the reactant side the roles are exchanged, so

$$D\equiv 2\pi\hbar\,(F_{nn'})=S^\dagger PS-P=R-S^\dagger RS.\tag{6}$$

The equality of the two forms reads $S^\dagger S=P+R=1$. Unitarity makes $Q=S^\dagger PS$ a projector with $\mathrm{tr}\,Q=\mathrm{tr}\,P$. Hence $\mathrm{tr}\,D=0$: the populations of (4) carry equal flux in both directions, and the first power of $F$ holds no information. For the second power, $D^2=Q+P-QP-PQ$, and

$$\mathrm{tr}\,D^2=2\,\mathrm{tr}\,Q-2\,\mathrm{tr}\,QP=2\,\mathrm{tr}[RS^\dagger PSR]=2\,\mathrm{tr}[S_{\mathrm{pr}}^\dagger S_{\mathrm{pr}}]=2N,\tag{7}$$

where $S_{\mathrm{pr}}=PSR$. Equations (4), (6) and (7) give the Miller-Schwartz-Tromp formula, valid for every $s$:

$$N(E)=\tfrac12(2\pi\hbar)^2\,\mathrm{tr}[F\,\delta(E-H)\,F\,\delta(E-H)].\tag{8}$$

The spectrum of $D$ explains the factor $\tfrac12$. The block $RD^2P=RQP-RQP$ vanishes, $RD^2R=RQR=S_{\mathrm{pr}}^\dagger S_{\mathrm{pr}}$, and $PD^2P=P-PQP=S_{\mathrm{rp}}^\dagger S_{\mathrm{rp}}$. Let $p_k$ be the eigenvalues of $S_{\mathrm{pr}}^\dagger S_{\mathrm{pr}}=R-S_{\mathrm{rr}}^\dagger S_{\mathrm{rr}}$, which lie in $[0,1]$. Since $S_{\mathrm{rp}}S_{\mathrm{rp}}^\dagger=R-S_{\mathrm{rr}}S_{\mathrm{rr}}^\dagger$, and $M^\dagger M$ and $MM^\dagger$ share their nonzero eigenvalues (all of them for square $M$), each nonzero $p_k$ occurs in both blocks. The matrix $K=1-P-Q$ satisfies $DK+KD=2D-2(Q-P)=0$ and $K^2=1-D^2$, so it maps an eigenvector of $D$ with eigenvalue $d$, $|d|<1$, to one with eigenvalue $-d$; for $|d|=1$ the zero trace then equalises the counts. The nonzero eigenvalues of $D$ are the pairs $\pm\sqrt{p_k}$, one for each direction of passage. Without a potential every $p_k=1$ and $N$ is the number of open reactant channels.

For one channel, with $S_{11}=r$, $S_{21}=t$, $S_{22}=r'$ and index 1 for the reactant side,

$$D=\begin{pmatrix}|t|^2&t^*r'\\ r'^*t&-|t|^2\end{pmatrix},\qquad \tfrac12\mathrm{tr}D^2=|t|^4+|t|^2|r'|^2=|t|^2.\tag{9}$$

For $|t|\ll1$ the off-diagonal elements supply nearly all of $N$.

### Absorbing boundaries: an exact matrix identity

Now let $H$ be a finite Hermitian matrix, $h$ a projector, and $\epsilon\ge0$ an absorbing potential with $[\epsilon,h]=0$, as holds when both are diagonal on a grid. Define

$$G=(E-H+i\epsilon)^{-1},\quad \epsilon_{\mathrm p}=h\epsilon,\quad\epsilon_{\mathrm r}=(1-h)\epsilon,\quad\delta_\epsilon=\frac{i}{2\pi}(G-G^\dagger).\tag{10}$$

If $(E-H+i\epsilon)u=0$, the imaginary part of $u^\dagger(E-H+i\epsilon)u$ gives $u^\dagger\epsilon u=0$, so $\epsilon u=0$ and $Hu=Eu$. Thus $G$ exists unless $H$ has an eigenvector at $E$ that the absorber does not touch. Since $G^{\dagger-1}-G^{-1}=-2i\epsilon$, multiplying by $G$ on one side and $G^\dagger$ on the other, in either order, gives

$$G-G^\dagger=-2iG\epsilon G^\dagger=-2iG^\dagger\epsilon G.\tag{11}$$

So $\delta_\epsilon=G\epsilon G^\dagger/\pi$ is positive semidefinite, and for constant $\epsilon$ it is the Lorentzian form of the delta function. Because $E+i\epsilon$ and $E-i\epsilon$ commute with $h$,

$$C\equiv[H,h]=hG^{-1}-G^{-1}h=hG^{\dagger-1}-G^{\dagger-1}h.\tag{12}$$

Put $F=iC/\hbar$ and $\delta_\epsilon$ into the right side of (8) and call the result $N_\epsilon$. The prefactor is $2\pi^2\hbar^2(i/\hbar)^2(i/2\pi)^2=\tfrac12$. The two mixed terms are equal by cyclic invariance of the trace, so

$$N_\epsilon=\tfrac12\mathrm{tr}[CGCG]+\tfrac12\mathrm{tr}[CG^\dagger CG^\dagger]-\mathrm{tr}[CG^\dagger CG].\tag{13}$$

Let $\nu=\mathrm{tr}\,h$ and $X=\mathrm{tr}[hG^{-1}hG]$; taking the adjoint and cycling gives $X^*=\mathrm{tr}[hG^{\dagger-1}hG^\dagger]$. From (12), $CG=h-G^{-1}hG$, whose square is $h-hG^{-1}hG-G^{-1}hGh+G^{-1}hG$ because $h^2=h$. The same holds with $G^\dagger$, so

$$\mathrm{tr}[CGCG]=2\nu-2X,\qquad \mathrm{tr}[CG^\dagger CG^\dagger]=2\nu-2X^*.\tag{14}$$

These terms do not vanish in general, as the example shows. For the mixed term use the first form of (12) and $G^{-1}=G^{\dagger-1}+2i\epsilon$:

$$G^\dagger CG=G^\dagger h-G^\dagger G^{-1}hG=G^\dagger h-hG-2iG^\dagger\epsilon_{\mathrm p}G.\tag{15}$$

Multiply by $C$ and take the trace. The first piece is $\mathrm{tr}[CG^\dagger h]=\mathrm{tr}[h-G^{\dagger-1}hG^\dagger h]=\nu-X^*$. The second is $-\mathrm{tr}[GCh]=-\mathrm{tr}[GhG^{-1}h-h]=\nu-X$. The third is $-2i\,\mathrm{tr}[GCG^\dagger\epsilon_{\mathrm p}]$. For it use the second form of (12) and $G^{\dagger-1}=G^{-1}-2i\epsilon$:

$$GCG^\dagger=Gh-GG^{\dagger-1}hG^\dagger=Gh-hG^\dagger+2iG\epsilon_{\mathrm p}G^\dagger.\tag{16}$$

With $h\epsilon_{\mathrm p}=\epsilon_{\mathrm p}h=\epsilon_{\mathrm p}$, then (11) and $\epsilon=\epsilon_{\mathrm r}+\epsilon_{\mathrm p}$,

$$\mathrm{tr}[GCG^\dagger\epsilon_{\mathrm p}]=\mathrm{tr}[(G-G^\dagger)\epsilon_{\mathrm p}]+2i\,\mathrm{tr}[G\epsilon_{\mathrm p}G^\dagger\epsilon_{\mathrm p}]=-2i\,\mathrm{tr}[G\epsilon_{\mathrm r}G^\dagger\epsilon_{\mathrm p}].\tag{17}$$

Since $(-2i)^2=-4$, the mixed term is $2\nu-X-X^*-4\,\mathrm{tr}[G\epsilon_{\mathrm r}G^\dagger\epsilon_{\mathrm p}]$. Half the sum of (14) is $2\nu-X-X^*$, which cancels in (13) and leaves the Seideman-Miller form

$$N_\epsilon=\tfrac12(2\pi\hbar)^2\mathrm{tr}[F\delta_\epsilon F\delta_\epsilon]=4\,\mathrm{tr}[G^\dagger\epsilon_{\mathrm p}G\epsilon_{\mathrm r}].\tag{18}$$

This is exact for matrices under the conditions of (10). The surface enters through the split of $\epsilon$ alone, so moving it across grid points where $\epsilon=0$ leaves $N_\epsilon$ unchanged. The condition $[\epsilon,h]=0$ is needed: for a random $9\times9$ complex $H$ both sides equal 1.718070 when it holds, and they are 2.3236 and 4.6317 when the off-diagonal blocks of $\epsilon$ are kept in $G$.

Inserting both forms of (11) into $\mathrm{tr}[(G-G^\dagger)\epsilon_{\mathrm p}]$ and removing the parts $\mathrm{tr}[G\epsilon_{\mathrm p}G^\dagger\epsilon_{\mathrm p}]=\mathrm{tr}[G^\dagger\epsilon_{\mathrm p}G\epsilon_{\mathrm p}]$, equal by cycling, gives $\mathrm{tr}[G\epsilon_{\mathrm r}G^\dagger\epsilon_{\mathrm p}]=\mathrm{tr}[G^\dagger\epsilon_{\mathrm r}G\epsilon_{\mathrm p}]$. The labels r and p in (18) can be exchanged, and time-reversal symmetry was not used.

The matrix $S_\epsilon=1-2i\epsilon^{1/2}G\epsilon^{1/2}$ is unitary, because

$$S_\epsilon^\dagger S_\epsilon=1-2i\epsilon^{1/2}(G-G^\dagger)\epsilon^{1/2}+4\epsilon^{1/2}G^\dagger\epsilon G\epsilon^{1/2}=1\tag{19}$$

by the second form of (11). Its off-diagonal block is $B=hS_\epsilon(1-h)=-2i\epsilon_{\mathrm p}^{1/2}G\epsilon_{\mathrm r}^{1/2}$, and $N_\epsilon=\mathrm{tr}\,B^\dagger B$. A block of a unitary matrix cannot lengthen a vector, so the eigenvalues of $B^\dagger B$ lie in $[0,1]$. The reactant absorber acts as a source, $G$ propagates, and the product absorber detects.

The flux formula (8) gives $N(E)$ from a single surface, and its absorbing-boundary counterpart $N_\epsilon$ equals the trace (18) exactly for finite matrices. It remains to find how far $N_\epsilon$ differs from $N$ and to test the result on an Eckart barrier.
